# Diffraction Centre of Mass, Projected Potential Gradients and Oxygen Columns in Hafnia

## What symmetry fixes

A focused electron probe at position $\mathbf R$ crosses a thin specimen and forms a diffraction pattern. Let $\mathbf C(\mathbf R)$ be the pattern's mean transverse wave vector, and let the specimen multiply the wave by $e^{i\phi(\mathbf r)}$, with $\phi$ real. Much of the relation between $\mathbf C$ and a small $\phi$ follows before any calculation.

The relation is linear at leading order. Moving probe and specimen together changes nothing, so each Fourier component responds separately: $\mathbf C(\mathbf q)=\mathbf K(\mathbf q)\phi(\mathbf q)$. For a round, focused probe the only available direction is $\mathbf q$, since mirror symmetry forbids a component perpendicular to it. Inversion of the specimen reverses $\mathbf C$, so $\mathbf K(-\mathbf q)=-\mathbf K(\mathbf q)$. Reality of $\mathbf C$ and $\phi$ requires $\mathbf K(-\mathbf q)=\mathbf K^*(\mathbf q)$. Hence $\mathbf K$ is imaginary.

The phase has no dimension and $\mathbf C$ is an inverse length. If propagation inside the specimen is neglected, the aperture radius $k_{ap}$ is the only length scale of the probe. Therefore

$$\mathbf C(\mathbf q)=i\mathbf q\,g(q/k_{ap})\,\phi(\mathbf q),\qquad g\ \text{real}. \tag{1}$$

A linear phase $\phi=\mathbf b\cdot\mathbf r$ shifts the whole pattern by $\mathbf b$, which fixes $g(0)=1$. The signal is thus a gradient, smoothed by an unknown function $g$. Two derivations supply that function.

## From potential to phase

Atomic units are used in the algebra. Let $V$ be the electrostatic potential, positive near nuclei, so that an electron has potential energy $-V$. With total energy $\gamma c^2$ and spin neglected, the stationary relativistic wave equation is

$$\left[\nabla^2+\frac{(\gamma c^2+V)^2}{c^2}-c^2\right]\Psi=0 .$$

Expanding the square gives $k_0^2+2\gamma V+V^2/c^2$, where $k_0^2=(\gamma^2-1)c^2$. The last term is dropped because $V\ll2\gamma c^2$. Setting $\Psi=e^{ik_0z}\psi$ yields

$$2ik_0\partial_z\psi+\partial_z^2\psi+\nabla_\perp^2\psi+2\gamma V\psi=0 .$$

The envelope varies slowly along the beam, so $\partial_z^2\psi$ is neglected. In a thin specimen the wave has no room to spread, so $\nabla_\perp^2\psi$ is neglected too. Since $k_0=\gamma v$, with $v$ the beam speed, what remains is $\partial_z\psi=i(V/v)\psi$, and

$$\phi(\mathbf r)=\frac{V_p(\mathbf r)}{v},\qquad V_p(\mathbf r)=\int V(\mathbf r,z)\,dz . \tag{2}$$

The gradient of $\phi$ is a transverse force multiplied by a transit time, which is a momentum.

## First derivation: interference in the weak-phase approximation

Transforms are defined by $f(\mathbf q)=\int f(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r$, and $\int_k$ denotes $\int d^2k/(2\pi)^2$. The probe is

$$\psi_0(\mathbf r-\mathbf R)=\int_k A(\mathbf k)e^{i\mathbf k\cdot(\mathbf r-\mathbf R)},\qquad \int_k|A|^2=1 .$$

$A$ vanishes for $k>k_{ap}$, and its phase contains the lens aberrations. The aperture is symmetric, $|A(-\mathbf k)|=|A(\mathbf k)|$.

For weak phase, $e^{i\phi}\approx1+i\phi$. The diffracted amplitude is

$$\psi(\mathbf k)=A(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}+i\int_q\phi(\mathbf q)A(\mathbf k-\mathbf q)e^{-i(\mathbf k-\mathbf q)\cdot\mathbf R}.$$

To first order, the intensity changes by the interference of the two terms:

$$\delta I(\mathbf k)=2\,\mathrm{Re}\; i\int_q\phi(\mathbf q)e^{i\mathbf q\cdot\mathbf R}A^*(\mathbf k)A(\mathbf k-\mathbf q). \tag{3}$$

The factor $A^*(\mathbf k)$ confines this signal to the bright disc. The unperturbed intensity $|A|^2$ has zero mean wave vector by symmetry. Define

$$\mathbf M(\mathbf q)=\int_k\mathbf k\,A^*(\mathbf k)A(\mathbf k-\mathbf q).$$

Twice a real part is a number plus its conjugate. In the conjugate, use $\phi^*(\mathbf q)=\phi(-\mathbf q)$ and rename $\mathbf q\to-\mathbf q$. The result is

$$\mathbf C(\mathbf q)=i\phi(\mathbf q)\,[\mathbf M(\mathbf q)-\mathbf M^*(-\mathbf q)].$$

In the second term, replace $\mathbf k$ by $\mathbf k-\mathbf q$:

$$\mathbf M^*(-\mathbf q)=\int_k\mathbf k\,A(\mathbf k)A^*(\mathbf k+\mathbf q)=\int_k(\mathbf k-\mathbf q)A(\mathbf k-\mathbf q)A^*(\mathbf k).$$

The terms in $\mathbf k$ cancel, leaving

$$\mathbf C(\mathbf q)=i\mathbf q\,T(\mathbf q)\phi(\mathbf q),\qquad T(\mathbf q)=\int_kA^*(\mathbf k)A(\mathbf k-\mathbf q). \tag{4}$$

Repeating the calculation without the factor $\mathbf k$ gives zero, so the total intensity has no first-order change and needs no renormalization at this order.

For a focused, uniformly filled aperture, $T$ is the common area of two discs a distance $q$ apart, divided by the area of one. The common area consists of two circular segments of half-angle $\beta=\arccos x$, where $x=q/2k_{ap}$. Each has area $k_{ap}^2(\beta-\sin\beta\cos\beta)$. Thus

$$g=T=\frac2\pi\left[\arccos x-x\sqrt{1-x^2}\right],\qquad x\le1, \tag{5}$$

and zero beyond. It is positive up to $q=2k_{ap}$, so no transferred component changes sign. For small $q$, $g\approx1-2q/(\pi k_{ap})$: slowly varying fields are measured almost without blur. Defocus makes $A$ complex and can reduce $T$ or reverse its sign.

## Second derivation: momentum in real space

Now let $\phi$ have any size. The mean wave vector is the expectation value of $-i\nabla$:

$$\mathbf C=\int_k\mathbf k|\psi(\mathbf k)|^2=\int\psi^*(-i\nabla)\psi\,d^2r=\int\mathrm{Im}(\psi^*\nabla\psi)\,d^2r .$$

The remaining part, $-i\,\mathrm{Re}(\psi^*\nabla\psi)=-\tfrac i2\nabla|\psi|^2$, integrates to zero for a localized probe. With $\psi=\psi_0e^{i\phi}$,

$$\psi^*\nabla\psi=\psi_0^*\nabla\psi_0+i|\psi_0|^2\nabla\phi .$$

The first term gives the incident mean wave vector, $\int_k\mathbf k|A|^2=0$. Hence

$$\mathbf C(\mathbf R)=\int|\psi_0(\mathbf r-\mathbf R)|^2\,\nabla\phi(\mathbf r)\,d^2r . \tag{6}$$

Integrate by parts. A derivative of $|\psi_0(\mathbf r-\mathbf R)|^2$ with respect to $\mathbf r$ is minus the derivative with respect to $\mathbf R$, so the two minus signs cancel:

$$\mathbf C=\nabla_{\mathbf R}S,\qquad S(\mathbf R)=\int|\psi_0(\mathbf r-\mathbf R)|^2\phi(\mathbf r)\,d^2r . \tag{7}$$

If $P(\mathbf q)$ is the transform of $|\psi_0|^2$, then $S(\mathbf q)=P(-\mathbf q)\phi(\mathbf q)$. Inserting the plane waves of the probe gives $P(\mathbf q)=\int_kA^*(\mathbf k)A(\mathbf k+\mathbf q)$, so $P(-\mathbf q)=T(\mathbf q)$. Equations (7) and (4) are the same result.

## What each derivation assumes

Both need a thin specimen. The symmetric aperture is a convenience: an asymmetric one only adds its own mean wave vector, a constant, to $\mathbf C$. The first also needs weak phase, but then the bright disc suffices. The second allows strong phase, but requires every scattered electron to be collected.

The approximate wave $\psi_0(1+i\phi)$ must not be used beyond its order. For it,

$$\mathrm{Im}(\psi^*\nabla\psi)=(1+\phi^2)\,\mathrm{Im}(\psi_0^*\nabla\psi_0)+|\psi_0|^2\nabla\phi ,$$

and its norm is $1+\int|\psi_0|^2\phi^2d^2r$. A focused probe has real $\psi_0$, so the first term vanishes and the unnormalized moment agrees with (6). An aberrated probe leaves a spurious term in $\phi^2$. The missing second-order wave, $-\tfrac12\phi^2\psi_0$, would cancel it: its interference with $\psi_0$ contributes $-\phi^2\,\mathrm{Im}(\psi_0^*\nabla\psi_0)$.

Collecting only the disc has a milder effect in focus. Write $\psi=\psi_0\cos\phi+i\psi_0\sin\phi$, with real $\psi_0$. The squared transforms of the two real functions are even in $\mathbf k$ and have no first moment over the disc. Only their cross term survives, and it is odd in $\phi$. The error relative to the linear signal therefore starts at order $\phi^2$.

## Integration in two dimensions

Measured components contain noise and need not form a perfect gradient. The least-squares image minimizes $\int|\nabla S-\mathbf C|^2d^2R$. For each $\mathbf q\ne0$ this means minimizing $|i\mathbf qS-\mathbf C|^2$. Setting the derivative with respect to $S^*$ to zero gives $-i\mathbf q\cdot(i\mathbf qS-\mathbf C)=0$, so

$$S(\mathbf q)=-\frac{i\mathbf q\cdot\mathbf C(\mathbf q)}{q^2}. \tag{8}$$

Substituting $\mathbf C=i\mathbf qS$ returns $S$. Components perpendicular to $\mathbf q$, the curl, are rejected. The constant at $\mathbf q=0$ is lost, so only height differences have meaning.

Shot noise is estimated by neglecting scattering. Electrons then fill the disc uniformly, with $\langle k^2\rangle=k_{ap}^2/2$ and $\langle k_x^2\rangle=k_{ap}^2/4$. With $N_e$ electrons at each of $n^2$ positions, every Fourier coefficient of each component has variance $k_{ap}^2/(4N_en^2)$. In (8) the two independent components combine to give this variance divided by $q^2$:

$$\mathrm{Var}\,S=\frac{k_{ap}^2}{4N_en^2}\sum_{0<q<2k_{ap}}\frac1{q^2}\approx\frac{k_{ap}^2}{8\pi D}\ln\frac{2k_{ap}}{q_{min}} . \tag{9}$$

The last form replaces the sum by an integral with mode density $n^2\Delta^2/(2\pi)^2$, where $\Delta$ is the scan step and $D=N_e/\Delta^2$ is the dose. At fixed dose the noise variance grows only logarithmically with the scan width.

## Why a light column becomes visible

Poisson's equation for an atom of nuclear charge $Z$ and electron density $\rho$, with transform $F(q)$, gives $V(q)=4\pi[Z-F(q)]/q^2$. Projection along the beam selects $q_z=0$, so the same expression holds for $V_p(q)$. At large $q$ it tends to $4\pi Z/q^2$. At small $q$, a neutral spherical atom has $F\approx Z-\tfrac{q^2}{6}\int\rho r^2d^3r$, and

$$V_p(0)=\frac{2\pi}{3}\int\rho r^2\,d^3r ,$$

which depends on the atom's size rather than directly on $Z$.

Thermal motion is simple here. Equation (6) is linear in $\phi$, so averaging over atomic displacements averages the potential. Independent Gaussian displacements of rms size $u$ per axis multiply each atom's transform by $e^{-q^2u^2/2}$.

High-angle thermal scattering instead varies as $V_p(q)^2$. In the projection used below, a cell contains two oxygen atoms per oxygen column and one hafnium atom per hafnium column. The bare-charge limits of the column ratios are $2(8/72)=0.22$ for the linear signal and $2(8/72)^2=0.025$ for the quadratic one. Screening and blur change these figures, but they show why oxygen gains from linearity.

## A polar hafnia cell

The model is a fluorite-derived cell of edge 5.1 Å, seen along a cube axis. Alternate oxygen layers are shifted by 0.5 Å along $y$. The rms vibrations are 0.06 Å for Hf and 0.08 Å for O. These are rough typical values. The atomic densities come from nonrelativistic, spherical, exchange-only local-density calculations; correlation, relativity and bonding are left out.

For a 300 keV beam, $v/c=0.7765$, the wavelength is $\lambda=0.01969$ Å, and $1/v=6.526\times10^{-4}$ rad/(eV Å). A 25 mrad aperture transfers periods down to $\pi/k_{ap}=0.394$ Å. The shifted oxygen lies at $(3.825,1.775)$ Å. Its nearest hafnium column is $\sqrt{1.275^2+0.775^2}=1.49$ Å away in projection, so the two are resolved.

Place the probe at $(3.825,2.231)$ Å, which is 0.456 Å above the oxygen. The blurred projected gradient is $-313.8$ eV for one cell. The deflection is

$$\theta_y=\frac{\lambda}{2\pi}\frac{\partial S}{\partial y}=\frac{0.01969}{2\pi}\,(6.526\times10^{-4})(-313.8)=-6.42\times10^{-4}\ \text{rad}.$$

The centroid computed from the diffracted waves is $-0.642$ mrad. The probe is sampled on a box of $2\times2$ cells; with the continuous aperture of (5) this gradient becomes $-317$ eV, and the column heights given below also rise by about 1 %. The minus sign means that the electron is drawn towards the column. Over the whole scan, the centroid and equation (6) differ by at most $1.0\times10^{-7}$ of the largest gradient component. With 50 Å defocus and a coma phase $0.02\,k_xk^2$ (atomic units), the figure is $1.8\times10^{-7}$.

One cell is already a moderately strong phase object: its phase range is 1.29 rad before probe blur, with potential components above 82 mrad left out. The first-order wave, with the mean phase set to zero, exceeds unit norm by up to 0.29. With the aberrated probe its moment misses the law by 0.89 of the largest gradient component, although the full phase factor obeys it. Disc-only collection in focus errs by 0.097 on the same relative measure (0.0995, with a phase range of about 1.38 rad, when components up to 165 mrad are kept). Reducing the phase a hundredfold lowers this to $1\times10^{-5}$, as the $\phi^2$ scaling predicts.

After integration, hafnium stands 0.458 rad and the shifted oxygen 0.169 rad above the image minimum. The latter corresponds to $0.1693/(6.526\times10^{-4})\approx259$ eV Å. The O/Hf height ratio is

$$0.1693/0.4575=0.370 .$$

The continuous aperture leaves this ratio at 0.370, and scalar-relativistic atoms with local-density correlation move it to 0.372. Without oxygen, the ratio at the same site falls to 0.007, so the feature belongs to oxygen rather than to a hafnium tail. An incoherent model of thermal scattering into 60–200 mrad, with the same probe, gives 0.032. The integrated ratio is about 11 times larger. Replacing neutral atoms by frozen-orbital Hf$^{2+}$ and O$^-$ ions lowers it to 0.330.

A source of 0.6 Å full width at half maximum raises the ratio to 0.396. This is not a sharper image. Blurring lowers the hafnium maximum and raises the image minimum, so the hafnium height falls; the larger ratio means that oxygen loses a smaller fraction of its height.

With 600 electrons at each of $32^2$ positions, the dose is $2.36\times10^4$ Å$^{-2}$. Equation (9), with $k_{ap}=7.98$ Å$^{-1}$ and $q_{min}=2\pi/5.1=1.23$ Å$^{-1}$, gives about 0.017 rad from the logarithm and 0.0178 rad from the sum. The oxygen height is 9.5 times the latter. This is an upper estimate, because scattering widens the pattern and adds to the noise.

## Polar shift and device fields

Measured against the unshifted oxygen, the apparent displacement is 0.506 Å instead of 0.5 Å. The finite source increases it to 0.526 Å, an error of 5 %. Four shifted ions of formal charge $-2e$ per cell give a polarization magnitude

$$\mathcal P=\frac{4(2e)\delta}{a^3}=48.3\ \mu\text{C/cm}^2$$

for the true shift $\delta=0.5$ Å, and 48.9 µC/cm² for the apparent one without source blur. This is a formal-charge estimate relative to undistorted fluorite, not a calculation of the electronic polarization.

A uniform in-plane field is the opposite limit, $q\to0$. A field of 1 MV/cm is 0.01 V/Å; across 10 nm it gives a projected gradient of 1 eV. By proportion with the example, the deflection is $0.642/313.8=0.0020$ mrad. The largest atomic deflection from a single cell is 3.4 mrad, so a device field must be separated from much larger lattice signals. Its mean is also discarded by (8) and must be read from $\mathbf C$ itself. In a thick polar foil that mean has a lattice part too: with no applied field, the multislice model below gives a cell-averaged deflection along $y$ of about 0.002 mrad at 5 nm and about 0.001 mrad, of unconverged sign, at 10 nm, which is the size of the field signal.

## Where thickness breaks the result

A multislice calculation restores propagation between half-cell layers and collects electrons up to 82 mrad. It uses thermally averaged atoms and drops potential components above the same angle. Averaging the atoms leaves out the diffuse scattering caused by thermal motion, and its effect on the figures for thick foils is not estimated. The deviation below is the rms difference between the image per cell and the thin image, relative to the latter's rms contrast.

| Thickness, focus | Deviation | O/Hf |
|---|---:|---:|
| 0.51 nm, entrance | 0.005 | 0.37 |
| 2.04 nm, entrance | 0.13 | 0.40 |
| 2.04 nm, middle | 0.06 | 0.37 |
| 5.10 nm, entrance | 0.83 | 1.86 |
| 5.10 nm, middle | 0.53 | 0.86 |
| 10.20 nm, entrance | 0.89 | 0.55 |
| 10.20 nm, middle | 0.64 | 0.56 |

The ratios for the thicker foils depend on the numerical setting. Hafnium and oxygen share a slice here; placing them in separate quarter-cell slices changes 1.86 to 1.76, and raising the cutoff and collection angle to 124 mrad changes it to 1.58. The entrance-focus ratio at 10.20 nm falls to 0.51–0.52 under the same changes, while the deviations at 5.10 and 10.20 nm move by at most 0.02. At 5.10 nm with entrance focus, oxygen stands higher than hafnium in all these settings. Height can then no longer be read as projected potential. With complete collection, strong phase alone would not cause this, because (6) is not restricted to weak phase. Collection is not complete here: ten cells treated as one phase object, without propagation but collected to 82 mrad, give a deviation of 0.35 and a ratio of 0.65. The larger deviation and the ratio above one appear only with propagation. Geometry gives one relevant scale: a 25 mrad cone spreads by $0.025\times51=1.3$ Å over 5.1 nm, comparable with the 1.49 Å column separation. Focusing at mid-foil halves this spread and lowers the deviation to 0.53. Free spreading is only part of the effect: a linear sum of layers, each seen by the freely defocused probe, gives a deviation of 0.375 and a ratio of 0.36 at 5.1 nm with entrance focus. Beyond that, the atomic columns deflect and refocus the wave on its way through the foil. Mid-foil focus reduces the deviation at each thickness from 2 nm upward, but does not restore linearity at 5 or 10 nm.

The thickness that matters is that of the foil along the beam. In this model the thin-object assumption has already failed at 5 nm, so a foil of 10 nm lies outside it. At about 10 nm the model's height ratio moves from 0.37 to between 0.51 and 0.56, depending on focus, slicing and cutoff, while the apparent shift stays between 0.506 and 0.517 Å. Oxygen position is thus more robust than oxygen height in this aligned, perfect crystal. Specimen tilt, overlapping grains, random thermal displacements, inelastic scattering and the buckling of the real polar structure are absent, so this robustness cannot be assumed for a device cross-section. The numerical output follows.

## Computed results

```
beam energy 300 keV, aperture 25 mrad
beam speed / light speed 0.7765
wavelength 0.01969 A
phase per projected potential 6.5262e-04 rad/(eV A)
finest transferred period 0.394 A
cell edge 5.1 A, polar oxygen shift 0.5 A
rms vibration Hf 0.06 A, O 0.08 A
virial ratio O 1.999980, Hf 1.999891
phase range, one cell, before probe blur 1.293 rad
law error in focus 1.0e-07, aberrated 1.8e-07
integrated image error 5.1e-08
first-order wave: largest norm excess 0.2861
first-order wave, aberrated: law error 0.8937
disc-only error, phase x 0.01: 0.00001
disc-only error, full phase: 0.0969
probe point x 3.825 A, y 2.231 A
  y deflection, diffraction -0.64170 mrad
  y deflection, gradient -0.64170 mrad
  projected gradient -313.809 eV
largest deflection 3.425 mrad
Hf height above minimum 0.4575 rad
polar O height above minimum 0.1693 rad
polar O height above minimum 259.5 eV A
O/Hf contrast, integrated 0.3701
  same site, oxygen removed 0.0074
  Hf(2+) and O(1-) ions 0.3301
  high-angle image, 60-200 mrad 0.0323
  source FWHM 0.6 A: 0.3955
apparent shift 0.5058 A, peak error 0.0058 A
  with source: 0.5256 A, peak error 0.0256 A
formal polarization, true shift 48.31 uC/cm2
formal polarization, apparent shift 48.88 uC/cm2
electrons per point 600, dose 2.36e+04 per A^2
image noise, one-cell scan 0.0178 rad
O height / noise 9.50
sampled noise / formula 1.0038
multislice collection limit 82.4 mrad
nm, focus: rms deviation, O/Hf, shift A, peak error A, min flux
0.51 top: 0.005, 0.372, 0.506, 0.006, 0.999
0.51 mid: 0.005, 0.373, 0.506, 0.006, 0.999
2.04 top: 0.129, 0.403, 0.506, 0.006, 0.996
2.04 mid: 0.063, 0.370, 0.505, 0.005, 0.996
5.10 top: 0.830, 1.857, 0.515, 0.015, 0.994
5.10 mid: 0.527, 0.856, 0.505, 0.005, 0.992
10.20 top: 0.892, 0.553, 0.515, 0.017, 0.989
10.20 mid: 0.642, 0.555, 0.506, 0.006, 0.988
```
